# Cubic Lattices from One Axial and Three Symmetric Side Beams

## Choosing the beam angle for a cubic interference lattice

Four coherent beams can expose a three-dimensional periodic structure in one step, but an arbitrary side-beam angle gives a cell stretched or compressed along the film normal. Using an angle measured outside the resist leads to the same fault, because refraction changes the angle inside. Even the correct angle can fail: with unsuitable polarizations the pattern is uniform along some direction, and three-dimensional periodicity is lost. The angles that give cubic lattices must therefore be found together with the conditions on the fields.

### Beams and interference terms

Let the resist be uniform, lossless and of refractive index \(n\). The vacuum wavelength is \(\lambda\), and \(k=2\pi n/\lambda\). The axial beam travels along \(\hat{\mathbf z}\), normal to the film. Each side beam makes the internal angle \(\theta\) with it, where \(0<\theta<180^\circ\). Let \(\mathbf u_i\), \(i=1,2,3\), be unit vectors in the film plane at azimuths \(\phi_i=0,120^\circ,240^\circ\). Then

\[
\mathbf k_0=k\hat{\mathbf z},\qquad
\mathbf k_i=k(\sin\theta\,\mathbf u_i+\cos\theta\,\hat{\mathbf z}). \tag{1}
\]

For \(\theta>90^\circ\) the side beams travel backwards and must enter through the far face of the film.

With complex vector amplitudes \(\mathbf E_i\), the field is \(\sum_i\mathbf E_i e^{i\mathbf k_i\cdot\mathbf r}\). Its squared magnitude, which is proportional to the local exposure rate, is

\[
I=\sum_{i=0}^{3}|\mathbf E_i|^2
+2\,\mathrm{Re}\sum_{i<j}\mathbf E_i\cdot\mathbf E_j^*\,
e^{i(\mathbf k_i-\mathbf k_j)\cdot\mathbf r}. \tag{2}
\]

The differences between the axial and side wavevectors are

\[
\mathbf G_i=\mathbf k_0-\mathbf k_i
=k[-\sin\theta\,\mathbf u_i+(1-\cos\theta)\hat{\mathbf z}]. \tag{3}
\]

The remaining differences are \(\mathbf k_i-\mathbf k_j=\mathbf G_j-\mathbf G_i\). All six are integer combinations of the three \(\mathbf G_i\), which are linearly independent in the stated range of \(\theta\).

Whether these harmonics are present depends on polarization. Represent each beam by a point, and join two points when \(\mathbf E_i\cdot\mathbf E_j^*\ne0\). If all four points are connected, directly or through a chain, adding differences along the chain gives every \(\mathbf G_i\). The harmonics present then generate the full reciprocal lattice. They have distinct wavevectors, so they cannot cancel one another. A translation \(\mathbf T\) leaves \(I\) unchanged precisely when \(\mathbf G_i\cdot\mathbf T\) is an integer multiple of \(2\pi\) for each \(i\).

If the four points are not connected, at most two independent differences remain. Some direction is perpendicular to both, and \(I\) is constant along it. For example, with \(\theta\ne90^\circ\), let the axial field point along \(x\) and each side field along \(\mathbf k_i\times\hat{\mathbf x}\). Every axial–side product vanishes. The side–side wavevector differences have no \(z\) component, so the exposure consists of columns with no variation in depth. Connectivity is assumed below.

### The direct lattice

The primitive translations \(\mathbf a_i\) satisfy \(\mathbf a_i\cdot\mathbf G_j=2\pi\delta_{ij}\). Threefold symmetry suggests the form

\[
\mathbf a_i=-t\,\mathbf u_i+\frac L3\hat{\mathbf z}. \tag{4}
\]

Since \(\mathbf u_i\cdot\mathbf u_j=-1/2\) for \(i\ne j\), equations (3) and (4) give

\[
tk\sin\theta+\frac{Lk(1-\cos\theta)}3=2\pi, \tag{5}
\]

\[
-\frac12tk\sin\theta+\frac{Lk(1-\cos\theta)}3=0. \tag{6}
\]

Subtracting (6) from (5) leaves \(\frac32tk\sin\theta=2\pi\), so \(t=4\pi/(3k\sin\theta)\). Putting this into (6) gives \(Lk(1-\cos\theta)/3=2\pi/3\), and therefore

\[
L=\frac{2\pi}{k(1-\cos\theta)}
=\frac{\lambda}{n(1-\cos\theta)}. \tag{7}
\]

This is the shortest translation along \(z\). To see why, write a general translation as \(\sum_i m_i\mathbf a_i\) with integer \(m_i\). Its in-plane part vanishes only if \(m_1=m_2=m_3\), because \(\mathbf u_1+\mathbf u_2+\mathbf u_3=0\) is the sole linear relation among the \(\mathbf u_i\), up to a factor. The smallest nonzero choice is \(\mathbf a_1+\mathbf a_2+\mathbf a_3=L\hat{\mathbf z}\).

A translation lies in the film plane when \(\sum_i m_i=0\). Squaring that condition gives \(\sum_{i<j}m_im_j=-\frac12\sum_i m_i^2\). The squared length is then

\[
t^2\left(\sum_i m_i^2-\sum_{i<j}m_im_j\right)
=\frac32t^2\sum_i m_i^2. \tag{8}
\]

The smallest nonzero value of \(\sum_i m_i^2\) is 2, reached by \((1,-1,0)\). The shortest in-plane translation is consequently

\[
p=\sqrt3\,t=\frac{2\lambda}{\sqrt3\,n\sin\theta}. \tag{9}
\]

Dividing (7) by (9), and using \(\sin\theta=2\sin(\theta/2)\cos(\theta/2)\) and \(1-\cos\theta=2\sin^2(\theta/2)\), gives

\[
\frac Lp=\frac{\sqrt3\sin\theta}{2(1-\cos\theta)}
=\frac{\sqrt3}{2}\cot\frac\theta2. \tag{10}
\]

The wavelength and index have cancelled: at fixed internal angle they set the size of the cell but not its shape.

The length \(L\) is also the Talbot self-imaging distance for these four beams. After a step \(L\) along \(z\), each side beam has slipped by one full cycle relative to the axial beam, and the transverse intensity repeats. For small \(\theta\), in radians, \(1-\cos\theta\simeq\theta^2/2\). Then \(L\simeq2\lambda/(n\theta^2)\), whereas \(p\simeq2\lambda/(\sqrt3n\theta)\), so the cell is long and thin. As \(\theta\to180^\circ\), \(L\to\lambda/(2n)\), the period of a standing wave, while \(p\) diverges.

### Which angles are cubic?

A rotation by \(120^\circ\) about \(z\) permutes the \(\mathbf a_i\), so \(z\) is a threefold axis of the lattice. In a cubic lattice, a threefold rotation must permute the three cube-edge directions cyclically, apart from signs. The direction it leaves fixed is a body diagonal. If the interference lattice is cubic, \(z\) is therefore a \([111]\) direction.

Let \(a\) be the edge of the conventional cube, and write lattice points in units of \(a\).

- **fcc.** Points have integer coordinates, or exactly two half-odd coordinates. The shortest translation along \([111]\) is \((1,1,1)\), because three half-odd coordinates are not allowed. The shortest perpendicular one is \((\frac12,-\frac12,0)\). Thus \(L=\sqrt3a\), \(p=a/\sqrt2\) and \(L/p=\sqrt6\).
- **Simple cubic (sc).** The corresponding translations are \((1,1,1)\) and \((1,-1,0)\). Thus \(L=\sqrt3a\), \(p=\sqrt2a\) and \(L/p=\sqrt{3/2}\).
- **bcc.** Along the diagonal the shortest translation is \((\frac12,\frac12,\frac12)\). Three half-odd coordinates cannot add to zero, so the shortest perpendicular translation is again \((1,-1,0)\). Thus \(L=\sqrt3a/2\), \(p=\sqrt2a\) and \(L/p=\sqrt{3/8}\).

Equation (10) gives \(\tan(\theta/2)=\sqrt3/[2(L/p)]\). The three values are \(1/(2\sqrt2)\), \(1/\sqrt2\) and \(\sqrt2\). With \(\cos\theta=[1-\tan^2(\theta/2)]/[1+\tan^2(\theta/2)]\),

\[
\cos\theta_{\rm fcc}=\frac79,\qquad
\cos\theta_{\rm sc}=\frac13,\qquad
\cos\theta_{\rm bcc}=-\frac13. \tag{11}
\]

The angles are \(38.94^\circ\), \(70.53^\circ\) and \(109.47^\circ\). Because \(\cot(\theta/2)\) decreases steadily over the whole range, each ratio occurs once. No other angle gives a cubic lattice.

It remains to show that these angles are sufficient. Each cubic lattice has three primitive vectors related by rotation about \([111]\): cyclic permutations of \((\frac12,\frac12,0)\) for fcc, \((1,0,0)\) for sc and \((-\frac12,\frac12,\frac12)\) for bcc. In each case their sum has length \(L\) and their pairwise differences have length \(p\). Such a basis has axial components \(L/3\) and in-plane components of length \(p/\sqrt3\), exactly as in (4). Equal \(L\) and \(p\) thus mean the same lattice, up to orientation.

For fcc, \(\sin\theta=4\sqrt2/9\) and \(a=\sqrt2p\). For sc and bcc, \(\sin\theta=2\sqrt2/3\) and \(a=p/\sqrt2\). Equation (9) gives

\[
a_{\rm fcc}=\frac{3\sqrt3}{2}\frac\lambda n,\qquad
a_{\rm sc}=a_{\rm bcc}=\frac{\sqrt3}{2}\frac\lambda n. \tag{12}
\]

The last two edges agree because their angles are supplementary and have the same sine. Their axial periods differ by a factor of two.

### A cubic lattice need not have a cubic motif

The translations alone do not fix the shape exposed within each cell. A rotational symmetry of the pattern must carry its harmonics into harmonics of equal magnitude; a shift of origin changes only their phases.

For fcc, \(\mathbf G_1,\mathbf G_2,\mathbf G_3\) can be indexed as \((-1,1,1)\), \((1,-1,1)\) and \((1,1,-1)\), times \(2\pi/a\). Their differences are of type \(\{220\}\). The fourth body-diagonal harmonic, \((1,1,1)\), is not a difference of any two beam wavevectors and is absent from (2). Connectivity requires the axial beam to interfere with at least one side beam, so at least one of the other three is present. A cubic point group carries each body diagonal into every other and would require all four. Hence no choice of polarization gives this four-beam fcc intensity a cubic point group, although its translations are fcc.

For sc, the \(\mathbf G_i\) lie along the three cube edges. A fully cubic pattern results if the side–side terms vanish and the three axial–side terms have equal strength. Take unit side amplitudes

\[
\mathbf e_i=\sqrt{\frac23}
\begin{pmatrix}\cos(\phi_i+\delta)\\ \sin(\phi_i+\delta)\\0\end{pmatrix}
+\frac{\hat{\mathbf z}}{\sqrt3}. \tag{13}
\]

For \(i\ne j\), \(\mathbf e_i\cdot\mathbf e_j=\frac23(-\frac12)+\frac13=0\). Each field must also be perpendicular to its wavevector, which requires

\[
\sqrt{\frac23}\sin\theta\cos\delta+\frac{\cos\theta}{\sqrt3}=0,
\qquad
\cos\delta=-\frac{\cot\theta}{\sqrt2}=-\frac14. \tag{14}
\]

Here \(\cot\theta=1/(2\sqrt2)\), and one solution is \(\delta=104.48^\circ\). Let the axial beam be circularly polarized with amplitude \(q\), so that \(\mathbf E_0=q(1,i,0)/\sqrt2\). Then \(\mathbf E_0\cdot\mathbf e_i=(q/\sqrt3)e^{i(\phi_i+\delta)}\). The three phases can be removed by moving the origin, because the \(\mathbf G_i\) are independent. With coordinates \(X_i\) along the cube edges,

\[
I=q^2+3+\frac{2q}{\sqrt3}\sum_{i=1}^{3}
\cos\frac{2\pi X_i}{a}. \tag{15}
\]

This expression is unchanged by permuting the coordinates or reversing their signs, so it has full cubic symmetry. Define contrast as \((I_{\max}-I_{\min})/(I_{\max}+I_{\min})\). Equation (15) gives \(2\sqrt3q/(q^2+3)\). Since \((q-\sqrt3)^2\ge0\), this cannot exceed one, and it equals one at \(q=\sqrt3\). The intensity then runs from 0 to 12 in units of one side-beam intensity.

For bcc, the \(\mathbf G_i\) and their differences form the complete \(\{110\}\) set. No missing harmonic forbids cubic symmetry, but two conditions remain. The six harmonics must have compatible phases, since a shift of origin can remove only three of them, and their strengths must be equal. Circular axial light with s-polarized side beams does not meet the second condition: for unit amplitudes the axial–side products have magnitude \(1/\sqrt2\), while the side–side products have magnitude \(1/2\).

### A near-ultraviolet exposure

Consider a thick negative epoxy resist exposed at 355 nm. Take \(n=1.65\), a 10 µm film, an absorption coefficient of 0.005 µm\(^{-1}\) and 5% axial shrinkage. These resist parameters are rough illustrative values and depend on formulation and processing. The shrinkage is a low-end figure: a developed porous lattice held by its substrate can shrink along the normal by tens of percent. The wavelength inside is \(355/1.65=215.15\) nm. For fcc, (12) gives \(a=2.598\times215.15=559\) nm; for sc and bcc it gives \(0.866\times215.15=186\) nm.

| Quantity | fcc | sc | bcc |
|---|---:|---:|---:|
| \(a\) (nm) | 559 | 186 | 186 |
| \(L\) (nm) | 968 | 323 | 161 |
| \(p\) (nm) | 395 | 264 | 264 |
| \(n\sin\theta\) | 1.037 | 1.556 | 1.556 |

With unit amplitudes, circular axial light and s-polarized side beams, sampling the intensity at 48 points along each cube edge gives a contrast of about 0.93 for all three lattices. The agreement follows from (2): these polarization products do not depend on \(\theta\), and the intensity depends on position only through the three phases \(\mathbf G_i\cdot\mathbf r\). Changing the angle changes where a given intensity occurs, not the range of intensities.

Snell's law for a flat face parallel to the film conserves \(n\sin\theta\), so the last row of the table is the smallest outside index that can supply the side beams. Air allows internal angles only up to \(\arcsin(1/1.65)=37.3^\circ\), below all three cubic angles. To expose at these uncorrected angles, a coupling prism, or another means of supplying the larger in-plane wavevector, is therefore needed. An index of 1.50 is sufficient for fcc but not for sc or bcc; for bcc, the prism must be on the far side, and the front face must also be index matched so that the side beams can leave without total reflection.

### Shrinkage and angular error

Suppose that processing reduces lengths along \(z\) by a fraction \(s\), while the substrate holds the in-plane lengths fixed. A cube-edge direction has squared in-plane and axial components \(2/3\) and \(1/3\). Two different edges have in-plane scalar product \(-1/3\). After shrinkage, the angle \(\gamma\) between them satisfies

\[
\cos\gamma=\frac{(1-s)^2-1}{(1-s)^2+2}. \tag{16}
\]

For \(s=0.05\) this is \(-0.0975/2.9025\), or \(\gamma=91.93^\circ\). The originally cubic cell has become rhombohedral.

The exposure can compensate for this. If the exposure angle is \(\theta'\), the final ratio is \((1-s)(\sqrt3/2)\cot(\theta'/2)\). Setting it equal to (10) at the desired cubic angle gives

\[
\tan\frac{\theta'}2=(1-s)\tan\frac\theta2. \tag{17}
\]

The corrected angles are \(37.13^\circ\), \(67.78^\circ\) and \(106.68^\circ\) for fcc, sc and bcc. Equation (9), evaluated at \(\theta'\), gives final cube edges of 582, 190 and 183 nm. For fcc, \(n\sin\theta'=0.996\), so air coupling becomes possible, but only about \(5^\circ\) from grazing incidence, where a bare flat face admits only about 24% of the s-polarized power. A small change in index or shrinkage could remove that possibility: air suffices only for \(s>4.5\%\) at \(n=1.65\), and for \(s>6.0\%\) at \(n=1.67\). Larger shrinkage widens it. At \(s=0.2\), equation (17) gives \(\theta'=31.6^\circ\) for fcc and \(n\sin\theta'=0.864\).

An error \(\Delta\theta\) in the internal angle also distorts the cell. Differentiating the logarithm of (10) gives, to first order,

\[
\frac{\Delta(L/p)}{L/p}\simeq-\frac{\Delta\theta}{\sin\theta}, \tag{18}
\]

with \(\Delta\theta\) in radians. For an increase of \(0.5^\circ\), direct evaluation of (10) gives changes of \(-1.37\%\) for fcc and \(-0.92\%\) for sc and bcc. In this example, 5% uncorrected shrinkage is the larger distortion.

### Reflection, diffusion, coherence and absorption

A real film also has a far boundary. If the medium behind it has index 1.50, continuity of an s-polarized field and its normal derivative gives the reflected-to-incident amplitude ratio

\[
r=\frac{q_1-q_2}{q_1+q_2},\qquad
q_1=n|\cos\theta|,\quad
q_2=\sqrt{1.50^2-n^2\sin^2\theta}. \tag{19}
\]

For fcc side beams \(|r|=0.084\). Interference between an incident side beam and its reflection modulates that beam's own intensity by about \(\pm2|r|\), or 17%, relative to its mean. The three side beams contribute in phase: for the unit-amplitude fields used above, their combined axial harmonic is about 36% as strong as each axial–side harmonic. The added wavevector is \(2k\cos\theta=14k/9\) along \(z\). The shortest axial reciprocal vector is \(3k(1-\cos\theta)=6k/9\). Their ratio, \(7/3\), is not an integer, so this reflection adds a harmonic outside the fcc reciprocal lattice. These values assume that nothing returns from beyond the 1.50 medium. If that medium is a glass substrate with air behind it, the fcc side beams are totally reflected at its back face, because \(n\sin\theta=1.037\) exceeds one. An index-matched absorber or exit prism is then needed there. For sc, \(q_2\) is imaginary and \(|r|=1\): the side beams are totally reflected, and the four-beam model fails unless the far side is closely index matched. Replacing 1.50 by 1.60 in (19) still leaves \(|r|=0.19\). For bcc, the same condition prevents propagating beams in the 1.50 medium from entering at the required angle.

In a chemically amplified resist, acid diffusion smooths the recorded pattern. For a Gaussian spread of standard deviation \(\ell\) along each axis, averaging a harmonic of wavenumber \(G\) multiplies it by \(e^{-G^2\ell^2/2}\). With a rough value \(\ell=20\) nm, the axial–side harmonics are multiplied by 0.93 for fcc, 0.80 for sc and 0.63 for bcc. Diffusion thus lowers contrast most in the finer harmonics, while leaving the lattice translations unchanged.

Finite laser linewidth limits the exposed area. Let the paths be matched at the centre, and move a distance \(x\) along a side beam's azimuth. If dispersion is neglected, the axial–side delay is \(\tau=nx\sin\theta/c\), where \(c\) is the vacuum speed of light. For a Gaussian spectrum of full width \(\Delta\nu\) at half maximum, averaging the interference phase over frequency gives

\[
V=\exp\left[-\frac{(\pi\Delta\nu\,\tau)^2}{4\ln2}\right]. \tag{20}
\]

With a rough linewidth of 30 GHz and \(x=1\) mm, \(V=0.96\) for fcc and 0.92 for sc and bcc. Along the same direction, some side–side pairs have 1.5 times this delay, and their factors are 0.92 and 0.82. Dispersion can lengthen these delays: an increase of 10% would lower the two sc and bcc factors to 0.90 and 0.79. The worst direction lies along \(\mathbf u_i-\mathbf u_j\), where that side–side pair has \(\sqrt3\) times the axial–side delay above. Without dispersion, its factors at 1 mm are 0.89 for fcc and 0.77 for sc and bcc. Wider areas need a narrower line.

Absorption is modest here. Over the film, the axial transmission is \(e^{-0.05}=0.951\). The longer side paths give \(e^{-0.05/|\cos\theta|}\), which is 0.938 for fcc and 0.861 for sc and bcc. The total dose and the relative beam strengths both vary with depth, so strict axial periodicity becomes approximate. For sc, take a fixed exposure threshold that keeps half the material at mid-depth. With unit amplitudes, circular axial light and s-polarized side beams, the fraction kept then falls by about 7 percentage points from the entry face to the far face. With the side fields of (13) it falls by about 8.5 points at \(q=\sqrt3\) and about 12 points at \(q=1\).

For this resist regime, the cubic angles are sound starting points when the film is uniform, both faces are suitably index matched and the shrinkage is only a few percent; at 20% shrinkage the corrected angles lie 7° to 12° below them. Shrinkage must be measured for the actual process before (17) is used. With the values above, far-face reflection adds harmonics outside the fcc lattice even when the substrate's back face returns no light, and it invalidates the unmatched sc arrangement.

All numerical values are calculated from the stated model.
